**Open evaporation of an ideal two-component liquid**

For equal initial amounts, the liquid fraction of the more volatile component A is $x_A=r/(r+r^{1/\alpha})$, where $r$ is the remaining fraction of A and $\alpha$ is the ratio of pure vapour pressures. With $r=1/2$ and $\alpha=4$, the output gives $x_A=0.3729$. The program asserts that time integration of the bubbler balances reproduces this composition and the carrier-flow time, and that a second flow and pressure leave the composition unchanged. A random molecule-by-molecule simulation must agree within 0.002; its printed result is 0.3730. Further assertions cover the closed vessel, the half-total-liquid stopping point and the mass factor for vacuum evaporation. The diffusion model must recover the well-mixed result at high diffusivity and change by less than 0.0005 when the number of layers is doubled from 30 to 60. For the assumed unstirred liquid, the output gives a mean $x_A$ of 0.383, about 0.010 above the well-mixed value.

## Check in Python

```python
"""Open isothermal evaporation of an ideal binary liquid.
Result under test: A_left = B_left**alpha, where A_left and B_left are
remaining fractions of initial amounts and alpha is the ratio of pure vapour
pressures. For equal initial amounts, x_A = A_left/(A_left + B_left).
A is more volatile; x is a liquid and y a vapour mole fraction.
Amounts are in mol, pressures in Torr, time in s unless a label says otherwise.
"""
import random
import numpy as np
from scipy.constants import R, atm, torr
from scipy.integrate import solve_ivp, quad
from scipy.optimize import brentq

temperature = 350.0
pure = np.array([1.0, 0.25])
initial = np.array([0.25, 0.25])
total_pressure = 100.0
carrier_sccm = 100.0
carrier = carrier_sccm * 1e-6 * atm / (R * 273.15) / 60
alpha = pure[0] / pure[1]


def removal(x, pressures, flow, pressure, margules=0.0):
    """Molar removal rates by a saturated carrier gas."""
    partial = x * np.exp(margules * (1 - x)**2) * pressures
    return flow * partial / (pressure - partial.sum())


def evaporate(pressures=pure, flow=carrier, pressure=total_pressure,
              margules=0.0, loss=0.0, stop_on_total=False):
    """Integrate until half of A, or half of all liquid, remains."""
    def rates(t, n):
        out = -removal(n / n.sum(), pressures, flow, pressure, margules)
        out[0] -= loss * n[0]
        return out

    def half_left(t, n):
        if stop_on_total:
            return n.sum() - initial.sum() / 2
        return n[0] - initial[0] / 2
    half_left.terminal = True
    sol = solve_ivp(rates, (0, 1e8), initial, method="DOP853",
                    events=half_left, rtol=1e-10, atol=1e-13)
    assert sol.success and len(sol.t_events[0]) == 1
    return sol.y_events[0][0], sol.t_events[0][0]


def fraction(n):
    return n[0] / n.sum()


def open_fraction(ratio, left=0.5):
    return left / (left + left**(1 / ratio))


# Main result and delivery time against direct time integration
b_left = 0.5**(1 / alpha)
final = initial * np.array([0.5, b_left])
x_final = open_fraction(alpha)
time_formula = np.sum((total_pressure / pure - 1) * (initial - final)) / carrier
n_ode, time_ode = evaporate()
assert np.allclose(n_ode, final, rtol=1e-7)
assert abs(time_ode / time_formula - 1) < 1e-7
n_other, time_other = evaporate(flow=3 * carrier, pressure=20.0)
assert abs(fraction(n_other) - x_final) < 1e-7
assert abs(time_other / time_ode - 1) > 0.1

# Individual molecules leave with probabilities set by Raoult's law
rng = random.Random(12)
start_count = 100000
count_a = count_b = start_count
while count_a > start_count // 2:
    weight_a = pure[0] * count_a
    if rng.random() * (weight_a + pure[1] * count_b) < weight_a:
        count_a -= 1
    else:
        count_b -= 1
x_random = count_a / (count_a + count_b)
assert abs(x_random - x_final) < 0.002  # several sampling deviations

# Half of the total liquid is a different stopping condition
b_total = brentq(lambda u: u + u**alpha - 1, 0, 1)
x_total = b_total**alpha
n_total, _ = evaporate(stop_on_total=True)
assert abs(fraction(n_total) - x_total) < 1e-7


# Closed vessel: solve phase equilibrium for a variable headspace
def closed_liquid(capacity):
    total = brentq(lambda n: np.sum(initial / (n + capacity * pure)) - 1,
                   1e-12, initial.sum())
    return initial * total / (total + capacity * pure)


capacity = brentq(lambda c: closed_liquid(c)[0] - initial[0] / 2, 1e-6, 1.0)
x_closed_numeric = fraction(closed_liquid(capacity))
x_closed = 0.5 / (0.5 + alpha / (1 + alpha))
assert abs(x_closed_numeric - x_closed) < 1e-8

# Vapour composition and the error of freezing its initial value
y_start = pure[0] * initial[0] / np.dot(pure, initial)
y_final = pure[0] * final[0] / np.dot(pure, final)
removed = initial - final
y_mean = removed[0] / removed.sum()
frozen_b = initial[1] - removed[0] * (1 - y_start) / y_start
x_frozen = final[0] / (final[0] + frozen_b)
assert y_final < y_mean < y_start
assert abs(x_frozen - fraction(n_ode)) > 0.005

# Mass factor from one-way Maxwell fluxes at equal pressure
masses = np.array([0.350, 0.410])  # kg/mol


def maxwell_flux(mass):
    speed = np.sqrt(R * temperature / mass)
    mean = quad(lambda v: v * np.exp(-v**2 / (2 * speed**2))
                / (np.sqrt(2 * np.pi) * speed), 0, 12 * speed)[0]
    return mean / (R * temperature)


alpha_vacuum = alpha * np.sqrt(masses[1] / masses[0])
flux_ratio = alpha * maxwell_flux(masses[0]) / maxwell_flux(masses[1])
assert abs(flux_ratio / alpha_vacuum - 1) < 1e-7
x_vacuum = open_fraction(alpha_vacuum)

# Unstirred liquid: diffusion in a column whose surface recedes
molar_volume = 3e-4  # m3/mol
area = 5e-3          # m2
depth = initial.sum() * molar_volume / area
diffusivity = 1e-9   # m2/s


def column_fraction(diff, cells):
    h = 1 / cells
    faces = np.arange(1, cells) * h
    x0 = fraction(initial)
    start = np.append(np.full(cells, depth * x0 * h), depth)

    def rates(t, state):
        length = state[-1]
        x = state[:-1] / (length * h)
        surface = 1.5 * x[-1] - 0.5 * x[-2]
        leaving = removal(np.array([surface, 1 - surface]), pure,
                          carrier, total_pressure) * molar_volume / area
        length_rate = -leaving.sum()
        transport = np.empty(cells + 1)
        transport[0] = 0
        transport[1:-1] = (diff / length * np.diff(x) / h
                           + faces * length_rate * (x[1:] + x[:-1]) / 2)
        transport[-1] = -leaving[0]
        return np.append(np.diff(transport), length_rate)

    def half_left(t, state):
        return state[:-1].sum() / (depth * x0) - 0.5
    half_left.terminal = True
    sol = solve_ivp(rates, (0, 5e6), start, method="BDF",
                    events=half_left, rtol=1e-7, atol=1e-11)
    assert sol.success and len(sol.t_events[0]) == 1
    end = sol.y_events[0][0]
    return end[:-1].sum() / end[-1]


x_mixed_column = column_fraction(1e-6, 30)
x_unstirred = column_fraction(diffusivity, 60)
x_coarse = column_fraction(diffusivity, 30)
assert abs(x_mixed_column - x_final) < 0.001
assert abs(x_unstirred - x_coarse) < 0.0005
assert x_unstirred > x_final

# Other neglected effects for the same vessel
margules = 0.2
x_positive = fraction(evaporate(margules=margules)[0])
x_negative = fraction(evaporate(margules=-margules)[0])
enthalpy = np.array([60e3, 65e3])  # J/mol
warmer = temperature + 5
warm_pure = pure * np.exp(-enthalpy / R * (1 / warmer - 1 / temperature))
n_warm, time_warm = evaporate(pressures=warm_pure)
loss_rate = 1e-7  # 1/s
n_loss, time_loss = evaporate(loss=loss_rate)
headspace = 3e-4  # m3
stored_a = pure[0] * 0.5 * torr * headspace / (R * temperature)
start_rates = removal(initial / initial.sum(), pure, carrier, total_pressure)
heat_load = np.dot(start_rates, enthalpy)
conductance = 0.5  # W/K
cooling = heat_load / conductance

print(f"Temperature: {temperature:.0f} K")
print(f"Pure vapour pressures A, B: {pure[0]:.2f}, {pure[1]:.2f} Torr")
print(f"Vapour-pressure ratio: {alpha:.2f} (dimensionless)")
print(f"Initial amounts A, B: {initial[0]:.3f}, {initial[1]:.3f} mol")
print(f"Carrier flow: {carrier_sccm:.0f} sccm = {carrier:.4e} mol/s")
print(f"Total pressure: {total_pressure:.0f} Torr")
print(f"Remaining fraction of B: {b_left:.6f} (dimensionless)")
print(f"Final amounts A, B: {final[0]:.6f}, {final[1]:.6f} mol")
print(f"Liquid fraction of A, formula: {x_final:.6f} (mole fraction)")
print(f"Liquid fraction of A, time integration: {fraction(n_ode):.6f} (mole fraction)")
print(f"Molecules of each kind in random run: {start_count} (count)")
print(f"Liquid fraction of A, random run: {x_random:.5f} (mole fraction)")
print(f"Remaining total liquid: {final.sum()/initial.sum():.5f} (fraction of initial moles)")
print(f"Carrier-flow time: {time_formula:.0f} s = {time_formula/3600:.2f} h")
print(f"Vapour A fraction start, end, mean: {y_start:.4f}, {y_final:.4f}, {y_mean:.4f}")
print(f"Precursor pressure start, end: {np.dot(pure, initial)/initial.sum():.4f}, "
      f"{np.dot(pure, final)/final.sum():.4f} Torr")
print(f"x_A if vapour composition is wrongly frozen: {x_frozen:.5f} (mole fraction)")
print(f"x_A if vapour is retained: {x_closed:.5f} (mole fraction)")
print(f"x_A at half total liquid: {x_total:.5f}; B left: {b_total:.5f} (fractions)")
print(f"Check at other carrier conditions: 300 sccm, 20 Torr, x_A {fraction(n_other):.6f}, "
      f"time {time_other/3600:.2f} h")
print(f"Assumed molar masses A, B: {masses[0]*1e3:.0f}, {masses[1]*1e3:.0f} g/mol")
print(f"Vacuum evaporation: effective ratio {alpha_vacuum:.4f}, x_A {x_vacuum:.5f}")
print(f"Assumed molar volume: {molar_volume*1e6:.0f} cm3/mol; area: {area*1e4:.0f} cm2")
print(f"Initial liquid depth: {depth*100:.2f} cm; diffusivity: {diffusivity:.1e} m2/s")
print(f"Diffusion time depth^2/D: {depth**2/diffusivity/3600:.1f} h")
print(f"Column x_A at high diffusivity 1e-6 m2/s: {x_mixed_column:.5f} (mole fraction)")
print(f"Column mean x_A without stirring: {x_unstirred:.5f} (mole fraction)")
print(f"Margules parameter magnitude: {margules:.2f} (units of RT)")
print(f"x_A for positive, negative Margules parameter: {x_positive:.5f}, {x_negative:.5f}")
print(f"Assumed evaporation enthalpies A, B: {enthalpy[0]/1e3:.0f}, {enthalpy[1]/1e3:.0f} kJ/mol")
print(f"At {warmer:.0f} K: ratio {warm_pure[0]/warm_pure[1]:.4f}, "
      f"x_A {fraction(n_warm):.5f}, time {time_warm/3600:.2f} h")
print(f"Initial evaporation heat load: {heat_load:.4f} W")
print(f"Assumed heat conductance: {conductance:.2f} W/K; cooling: {cooling:.4f} K")
print(f"Assumed decomposition rate of A: {loss_rate:.1e} 1/s")
print(f"With decomposition: x_A {fraction(n_loss):.5f}, time {time_loss/3600:.2f} h")
print(f"Assumed headspace: {headspace*1e3:.2f} L; initial A vapour: {stored_a:.3e} mol")
print(f"Headspace share of initial A: {stored_a/initial[0]*100:.5f} percent")
print("checks complete")
```

It prints:

```
Temperature: 350 K
Pure vapour pressures A, B: 1.00, 0.25 Torr
Vapour-pressure ratio: 4.00 (dimensionless)
Initial amounts A, B: 0.250, 0.250 mol
Carrier flow: 100 sccm = 7.4358e-05 mol/s
Total pressure: 100 Torr
Remaining fraction of B: 0.840896 (dimensionless)
Final amounts A, B: 0.125000, 0.210224 mol
Liquid fraction of A, formula: 0.372885 (mole fraction)
Liquid fraction of A, time integration: 0.372885 (mole fraction)
Molecules of each kind in random run: 100000 (count)
Liquid fraction of A, random run: 0.37302 (mole fraction)
Remaining total liquid: 0.67045 (fraction of initial moles)
Carrier-flow time: 379857 s = 105.52 h
Vapour A fraction start, end, mean: 0.8000, 0.7040, 0.7586
Precursor pressure start, end: 0.6250, 0.5297 Torr
x_A if vapour composition is wrongly frozen: 0.36364 (mole fraction)
x_A if vapour is retained: 0.38462 (mole fraction)
x_A at half total liquid: 0.27551; B left: 0.72449 (fractions)
Check at other carrier conditions: 300 sccm, 20 Torr, x_A 0.372885, time 6.87 h
Assumed molar masses A, B: 350, 410 g/mol
Vacuum evaporation: effective ratio 4.3293, x_A 0.36981
Assumed molar volume: 300 cm3/mol; area: 50 cm2
Initial liquid depth: 3.00 cm; diffusivity: 1.0e-09 m2/s
Diffusion time depth^2/D: 250.0 h
Column x_A at high diffusivity 1e-6 m2/s: 0.37290 (mole fraction)
Column mean x_A without stirring: 0.38315 (mole fraction)
Margules parameter magnitude: 0.20 (units of RT)
x_A for positive, negative Margules parameter: 0.37186, 0.37394
Assumed evaporation enthalpies A, B: 60, 65 kJ/mol
At 355 K: ratio 3.9044, x_A 0.37388, time 78.67 h
Initial evaporation heat load: 0.0285 W
Assumed heat conductance: 0.50 W/K; cooling: 0.0571 K
Assumed decomposition rate of A: 1.0e-07 1/s
With decomposition: x_A 0.37078, time 100.22 h
Assumed headspace: 0.30 L; initial A vapour: 6.872e-06 mol
Headspace share of initial A: 0.00275 percent
checks complete
```
